Broken-symmetry superexchange coupling and the exact-exchange fraction in a three-site model

**Question**

Two magnetic orbitals, L and R, are joined by a bridge orbital B. There are four electrons: in the reference configuration B is doubly filled and L and R hold one electron each. The Hamiltonian is

H = −t Σσ (c†_Lσ c_Bσ + c†_Rσ c_Bσ + h.c.) + (U−Δ) n_B + U (n_L↑ n_L↓ + n_R↑ n_R↓).

The energy of an electron on L or R is zero, and two electrons on the same magnetic site repel with U. Moving an electron from B to a singly filled magnetic site costs U − (U−Δ) = Δ. All of t, U and Δ are positive.

A hybrid functional treats the repulsion approximately. For a single determinant with site occupations n_iσ its energy is

E = E₁ + (U/2) Σ_i (n_i↑+n_i↓)² − (U/2) Σ_iσ [a n_iσ² + (1−a) f(n_iσ)],

where E₁ is the expectation value of the hopping and site energies, i runs over L and R, and a is the fraction of exact exchange. The model semilocal exchange is f(n) = s n + (1−s) n², with 0 < s < 1. There is no correlation functional.

The high-spin determinant (HS) has three ↑ electrons and one ↓. The broken-symmetry determinant (BS) has two of each, with the unpaired ↑ spin mainly on L and the unpaired ↓ spin mainly on R. The coupling J is defined by H_spin = −2J S_L·S_R, so J < 0 means antiferromagnetic coupling.

**(a) Express J through the energies and ⟨S²⟩ of the two determinants, and find both values of ⟨S²⟩.**

**Answer.** For two spins ½, S² = S_L² + S_R² + 2 S_L·S_R = 3/2 + 2 S_L·S_R. The spin Hamiltonian therefore gives

E = C − 2J⟨S_L·S_R⟩ = C + 3J/2 − J⟨S²⟩.

The constant cancels when this is applied to both determinants:

J = −(E_HS − E_BS) / (⟨S²⟩_HS − ⟨S²⟩_BS).

This is the Yamaguchi projection. It assumes that both determinants lie on the same straight line of energy against ⟨S²⟩. For a hybrid functional this is a prescription, since the energy is then not the expectation value of a Hamiltonian. Part (f) examines it where it can be derived.

To find ⟨S²⟩, write S² = S₋S₊ + S_z(S_z+1), with S₊ = Σ_i c†_i↑ c_i↓ summed over all three orbitals. With real density matrices P↑ and P↓, a determinant gives

⟨S₋S₊⟩ = Σ_ij ⟨c†_i↓ c_j↓⟩⟨c_i↑ c†_j↑⟩ = Σ_ij P↓_ij (δ_ij − P↑_ij) = N↓ − tr(P↑P↓).

In HS the ↑ electrons fill all three orbitals, so P↑ = 1 and tr(P↑P↓) = N↓ = 1. The first part vanishes, S_z = 1, and ⟨S²⟩_HS = 2.

In BS each spin has one empty orbital, a hole. If the normalized hole vectors are u for ↑ and v for ↓, then P↑ = 1 − uuᵀ and P↓ = 1 − vvᵀ. Let O = u·v. Then

tr(P↑P↓) = 3 − 1 − 1 + O² = 1 + O².

With N↓ = 2 and S_z = 0,

⟨S²⟩_BS = 1 − O²,  J = −(E_HS − E_BS)/(1 + O²).

For well-separated holes O² is small and BS is nearly an equal mixture of singlet and triplet. Its opposite spin densities on L and R are a feature of the determinant: a true singlet has zero spin density everywhere.

**(b) Separate the error of the semilocal exchange from the Hartree-Fock energy, and rewrite the energy in terms of holes.**

**Answer.** The definition of f gives f(n) − n² = s n(1−n). Hence

a n² + (1−a) f(n) = n² + (1−a)s n(1−n).

The Hartree term and the n² part of exchange combine on each site:

(U/2)(n↑+n↓)² − (U/2)(n↑²+n↓²) = U n↑n↓.

With w = (1−a)sU, the energy is

E = E_HF − (w/2) Σ_iσ n_iσ(1−n_iσ).

The extra term vanishes for n = 0 and n = 1 and is negative between them. It rewards fractional occupation, which is the delocalization error. Exact exchange removes it in proportion to a.

Now let h = 1 − n be the hole occupation. There are two holes in all, so h_L + h_R = 2 − h_B, where each h is summed over spin. The on-site repulsion becomes

U Σ_i (1−h_i↑)(1−h_i↓) = 2U − U(2−h_B) + U Σ_i h_i↑h_i↓ = U h_B + U Σ_i h_i↑h_i↓.

The bridge energy is (U−Δ)(2−h_B). Adding the two gives

2(U−Δ) + Δh_B + U Σ_i h_i↑h_i↓.

The constant E₀ = 2(U−Δ) is the energy with one hole on each magnetic site. A hole on the bridge costs Δ, and two holes on one magnetic site cost U. Replacing electrons by holes reverses the sign of the hopping, but changing the sign of the bridge orbital restores it to −t. Since n(1−n) = h(1−h), the error term keeps its form.

**(c) Find E_HS to fourth order in t.**

**Answer.** Take the solution with mirror symmetry. The ↓ electron has amplitudes √x, √(1−2x), √x on L, B, R. The bridge has lost 2x of an electron, and each hopping link contributes −2t√(x(1−2x)). The ↑ orbitals are full, so no site holds two holes:

E_HS − E₀ = 2Δx − 4t√(x(1−2x)) − w x(1−x).

Put x = y² and expand √(1−2y²) = 1 − y² + …:

E_HS − E₀ = 2(Δ−w/2) y² − 4ty + 4ty³ + wy⁴ + ….

Define D = Δ − w/2, which must be positive. This is the charge-transfer cost reduced by the delocalization error. The first two terms are smallest at y = t/D, where they give −2t²/D. The other terms shift y by order t³, but because the leading energy is stationary this changes the energy by order t⁶. They can therefore be evaluated at y = t/D:

E_HS − E₀ = −2t²/D + 4t⁴/D³ + wt⁴/D⁴.

**(d) Find E_BS to the same order, and hence J.**

**Answer.** The ↑ hole lies mainly on R. Let its amplitudes on L, B, R be q, b, p. The ↓ hole is its mirror image, with amplitudes p, b, q. Normalization requires p² = 1 − b² − q². Adding the bridge, hopping, repulsion and error terms gives

E_BS − E₀ = 2Δb² − 4tb(p+q) + 2Up²q² − w[p²(1−p²) + q²(1−q²)].

One hop takes a hole to the bridge and two take it to the far site, so b is of order t and q of order t². To the order needed,

p = 1 − b²/2,
p²(1−p²) = (1−b²−q²)(b²+q²) = b² + q² − b⁴.

Substitution gives

E_BS − E₀ = 2Db² − 4tb + 2tb³ + wb⁴ + 2(U−w)q² − 4tbq.

Since w ≤ sU < U, the coefficient of q² is positive. Minimizing over q gives

4(U−w)q = 4tb,  q = tb/(U−w),

and the two q terms together contribute −2t²b²/(U−w). As in part (c), b = t/D suffices in every fourth-order term:

E_BS − E₀ = −2t²/D + 2t⁴/D³ + wt⁴/D⁴ − 2t⁴/[D²(U−w)].

Subtracting from E_HS cancels the second-order energy and the explicit w term:

E_HS − E_BS = (2t⁴/D²)[1/(U−w) + 1/D].

The hole overlap is O = 2pq + b² ≈ 2t²/[D(U−w)] + t²/D². It is of order t², so O² does not affect the leading coupling:

J = −(2t⁴/D²)[1/(U−w) + 1/D].

The first term comes from a hole reaching the far site, where it meets the hole of opposite spin. The second comes from the bridge. In HS a single spin channel supplies all the charge that leaves B, which weakens its hopping more than when the loss is shared between two channels.

If Δ is much larger than U and w, the second term is negligible. Then J ≈ −2t_eff²/(U−w), with t_eff = t²/Δ: the bridge acts as an effective direct hopping. In the opposite case, U → ∞ at a = 1, the bridge term −2t⁴/Δ³ survives. For a < 1 that limit cannot be taken, because w grows with U and D reaches zero at U = 2Δ/[(1−a)s].

**(e) How does |J| depend on a? Identify the mechanism without using the expansion in t.**

**Answer.** At leading order, with dD/dw = −1/2,

d|J|/dw = 2t⁴ {1/[D³(U−w)] + 1/[D²(U−w)²] + 3/(2D⁴)} > 0.

Since dw/da = −sU, |J| falls strictly as a grows. Exact exchange raises both energy denominators: D by wholly or partly removing w/2, and U−w by removing w.

The mechanism follows from stationarity. The orbitals minimize or at least make stationary the energy at each a, so their response does not contribute to dE/da. Only the explicit dependence on a remains:

dE/da = (sU/2)F,  F = Σ_iσ n_iσ(1−n_iσ),

d(E_HS−E_BS)/da = (sU/2)(F_HS − F_BS).

The gap falls whenever the BS state has more fractional occupation on the magnetic sites than the HS state. More exact exchange then raises E_BS faster than E_HS.

The projection acts the other way. As a grows, O² falls at leading order, and so does the denominator 1 + O². This opposes the fall of |J|, but only through a correction of order t⁴ relative to one. The monotonic result is thus established for weak hopping, with t small against D and U−w. It is not established for strong hopping, where the two holes may merge into the same orbital. Then O = 1, ⟨S²⟩_BS = 0, and there are no longer two localized spins to describe.

The sign of s is also essential. For s < 0 the semilocal exchange penalizes fractional occupation, w is negative for a < 1, and the leading |J| rises with a. In this model, where a enters only through w, the weak-hopping trend is therefore a consequence of removing delocalization error, not of exact exchange as such.

**(f) Derive the leading coupling of H itself. Compare it with a = 1, and state what error the projection makes there.**

**Answer.** In the sector with three ↑ electrons, the ↓ electron moves in a completely filled ↑ background. The HS determinant at a = 1 is therefore the exact triplet of this model, with energy to fourth order in t

E_T − E₀ = −2t²/Δ + 4t⁴/Δ³.

The lowest singlet is a symmetric two-hole wavefunction. Writing XY for the first hole on X and the second on Y, the four mirror-even states and their energies above E₀ are

|1⟩ = (LR+RL)/√2, energy 0;
|2⟩ = (LB+BL+RB+BR)/2, energy Δ;
|3⟩ = (LL+RR)/√2, energy U;
|4⟩ = BB, energy 2Δ.

Moving one hole at a time gives the matrix elements ⟨2|H|1⟩ = −√2 t, ⟨2|H|3⟩ = −√2 t and ⟨2|H|4⟩ = −2t. Let ε = E_S − E₀. Eliminating states 3, 4 and then 2 gives

ε = 2t² / [ε − Δ − 2t²/(ε−U) − 4t²/(ε−2Δ)].

In the denominator use ε = −2t²/Δ to second order. The last two terms become +2t²/U and +2t²/Δ, so the denominator is −Δ + 2t²/U. Thus

ε = −2t²/Δ − 4t⁴/(UΔ²).

The spin Hamiltonian has E_T − E_S = −2J, and therefore

J_H = −(2t⁴/Δ²)(1/U + 1/Δ).

This equals the projected result at a = 1, where w = 0 and D = Δ. At leading order, Hartree-Fock with projection gives the full coupling of the model, although the BS determinant is not its ground state.

Beyond leading order the projected value at a = 1 departs from the exact coupling, and the difference can be traced to the spin parts of BS. At a = 1 the energy is an expectation value of H, which does not mix spins. Four electrons in three orbitals have total spin 0 or 1 when N↑ = N↓. If the triplet weight is g, then ⟨S²⟩_BS = 2g and

E_BS = g E_T′ + (1−g)E_S′,

where the primes denote the normalized spin parts of the determinant. Substitution in the projection formula gives

J = (E_S′−E_T′)/2 + (E_T′−E_HS)/[2(1−g)].

The first term is the coupling between the two spin parts. The second comes from using E_HS in place of E_T′. The first term is not itself exact. Let δ_S = E_S′ − E_S and δ_T = E_T′ − E_T, both non-negative because E_S and E_T = E_HS are the lowest singlet and triplet energies. The first term exceeds the exact coupling (E_S−E_T)/2 by (δ_S−δ_T)/2 and the second term is δ_T/[2(1−g)], so the total error of the projected J is δ_S/2 + gδ_T/[2(1−g)]. It is never negative: at a = 1 the projection cannot make the coupling more antiferromagnetic than it is.

**(g) Evaluate the coupling for t = 0.5 eV, U = 8 eV, Δ = 6 eV and s = 0.5, and interpret the result.**

**Answer.** At a = 0, w = 0.5 × 8 = 4 eV, D = 6 − 2 = 4 eV and U−w = 4 eV. With t⁴ = 0.0625 eV⁴,

J = −(0.125/16)(1/4 + 1/4) eV = −3.91 meV.

At a = 1, w = 0, and

J = −(0.125/36)(1/8 + 1/6) eV = −1.01 meV.

To go beyond leading order, the hybrid energy is made self-consistent. The potential for spin σ on a magnetic site is

V_iσ = U(n_i↑+n_i↓) − U[a n_iσ + (1−a) f′(n_iσ)/2].

The three-orbital matrix for each spin is diagonalized, the lowest orbitals are filled, and the occupations are updated until they stop changing. The iteration starts from the HS or BS localized occupations. The projected couplings are:

a = 0: J = −3.55 meV (−28.6 cm⁻¹)
a = 0.25: J = −2.43 meV
a = 0.5: J = −1.74 meV
a = 0.75: J = −1.29 meV
a = 1: J = −0.983 meV (−7.93 cm⁻¹)

The magnitude falls by a factor of 3.6. At a = 0 the gap is 3.557 meV and ⟨S²⟩_BS = 0.99795, so the projection divides the gap by 2 − 0.99795 = 1.00205. At a = 1 the divisor is 1.0003. The change in this divisor is about 0.2%, so almost the whole trend comes from the gap.

Relative to the self-consistent values, the leading formula is too large in magnitude by 10% at a = 0 and 3% at a = 1. This is consistent with an expansion in t whose denominators D and U−w are smaller at a = 0.

The occupations show the mechanism of part (e). At a = 0.25, F_HS = 0.02242 and F_BS = 0.02415. With sU/2 = 2 eV,

d(E_HS−E_BS)/da = 2 × (0.02242 − 0.02415) eV ≈ −3.5 meV.

The difference in fractional occupation is small, but it multiplies an energy of electronvolts, whereas the coupling is measured in millielectronvolts.

Diagonalizing H in the complete four-electron space gives J = −0.987 meV, or −7.96 cm⁻¹. The projected value at a = 1 is 0.4% smaller in magnitude than this reference. The BS determinant there has triplet weight g = 0.49985, and its triplet part lies 0.0037 meV above E_HS. The spin parts alone give −0.9870 meV. The error term from part (f) is 0.0037/(2 × 0.50015) = 0.0037 meV, and

−0.9870 + 0.0037 = −0.9833 meV,

which accounts for the difference. The coupling between the spin parts agrees with the reference to the digits given. Since the HS energy is the exact triplet energy, the singlet part must lie above the true singlet by nearly the same 0.0037 meV, so the two errors cancel in the coupling between the spin parts. In the projected J they add, and with g close to ½ each supplies about half of the 0.0037 meV.

Two other choices of f show how far the trend extends. With s = −0.5, |J| rises from 0.40 meV at a = 0 to 0.98 meV at a = 1, as part (e) predicts. With f(n) = n^(4/3), the power found in Dirac exchange, |J| falls from 2.17 to 0.98 meV. This function also exceeds n² between n = 0 and n = 1, so it too favours fractional occupation. Its non-analytic behaviour at n = 0 means that the expansion above does not apply to it, and the fall is here a numerical result for these parameters.

For these parameters a = 1 is the best of the five fractions listed, because its error term vanishes and its leading coupling equals that of H. This ranking holds for weak hopping. Since the projection at a = 1 underestimates |J|, a smaller fraction can lie closer when t is large: at t = 3 eV, with the same U, Δ and s, the exact J is −569 meV, a = 0.75 gives −596 meV and a = 1 gives −539 meV. That does not make full exact exchange the best choice for a real molecule. The model has no repulsion on the bridge or between sites, no correlation functional and a fixed set of three orbitals. The reference value is exact for this Hamiltonian alone.

All numerical values are calculated from the stated model.
